Series Resonance of a Plasma Slab at the Tenth Radiofrequency Harmonic

**Problem**

A plasma slab of thickness d = 40 mm lies between two wide parallel electrodes. Sheaths free of electrons separate it from the electrodes; their total thickness is s = 10 mm, shared equally. The electrode gap is therefore L = d + s = 50 mm. The plasma is cold, collisionless and uniform, with electron density n. The ions do not move, and the electric field is quasistatic and perpendicular to the electrodes. The discharge is driven at f₁ = 13.56 MHz.

(a) Find the impedance between the electrodes and the frequency at which it vanishes, the series resonance.

(b) Show that n = 1.14 × 10¹⁵ m⁻³ places this resonance at the tenth harmonic of f₁. How closely must the density be set?

(c) Let uniform ions of density n fill the whole gap, and let the electron slab move as a rigid body. Find its equation of motion at finite displacement. Does a sinusoidal voltage excite the tenth harmonic in this model?

(d) Estimate how far the resonance moves in a low-pressure argon discharge, where the assumptions hold only in part.

**Solution**

**(a) Impedance and resonance**

Oscillating quantities vary as exp(iωt), with ω = 2πf. An electron has charge −e and mass m, so its velocity v in the field E obeys

m iω v = −eE, or v = −eE/(iωm).

The electron current density is

J = −env = ne²E/(iωm).

The displacement current density is iωε₀E. Since 1/(iω) = −iω/ω², the two add to

J_total = iωε₀E − iω ne²E/(mω²) = iωε₀εE,

where

ε = 1 − ω_p²/ω², ω_p² = ne²/(ε₀m).

Here ε is the relative permittivity of the plasma and ω_p its angular plasma frequency. In the sheaths there are no electrons and the ions are immobile, so ε = 1.

Charge conservation and Gauss's law together make the total current free of divergence. In this one-dimensional geometry J_total is then the same at every position. For electrodes of area A carrying current I, the field is I/(iωε₀A) in the sheaths and I/(iωε₀Aε) in the plasma. The voltage is the field integrated across the gap, and division by I gives

Z = (s + d/ε)/(iωε₀A).

The sheaths enter through their total thickness alone, because they are capacitors in series.

The impedance vanishes when

ε = −d/s.

Inserting the permittivity gives

1 − ω_p²/ω² = −d/s,

ω_p²/ω² = 1 + d/s = (s + d)/s,

so the series resonance lies at

ω_s = ω_p √[s/(s + d)].

To see which side of the resonance is capacitive, write ε = (ω² − ω_p²)/ω². Then

s + d/ε = [s(ω² − ω_p²) + dω²]/(ω² − ω_p²) = L(ω² − ω_s²)/(ω² − ω_p²),

where sω_p² = Lω_s² was used. Hence

Z = L(ω² − ω_s²)/[iωε₀A(ω² − ω_p²)].

Below ω_s both brackets are negative, their ratio is positive, and the gap acts as a capacitor. Between ω_s and ω_p the ratio is negative and the gap is inductive. At ω_s the inertia of the electrons cancels the capacitive response. At ω_p the impedance diverges instead, which is the parallel resonance of the plasma.

Two limits show the role of the sheaths. If s ≫ d, then ω_s approaches ω_p: distant electrodes hardly alter the free oscillation of the slab. If s ≪ d, then ω_s approaches ω_p√(s/d), because thin sheaths have a large capacitance and the restoring force is weak. The second form is too crude here. It gives ω_s/ω_p = √(10/40) = 0.500 in place of 0.447, an excess of 12% relative to the full result.

**(b) The tenth harmonic**

For n = 1.14 × 10¹⁵ m⁻³ the plasma frequency is f_p = ω_p/(2π) = 303.15 MHz. The geometric factor is

√(10/50) = 0.4472,

and therefore

f_s = 303.15 MHz × 0.4472 = 135.6 MHz.

The tenth harmonic is 10 × 13.56 MHz = 135.60 MHz. With more digits, f_s/f₁ = 9.998, so the two agree within 0.02%.

The same statement can be read in reverse. Solving the resonance condition for the density that puts f_s at harmonic h gives

n_h = (ε₀m/e²)(2πhf₁)²(1 + d/s).

For h = 10 the angular frequency is 8.520 × 10⁸ s⁻¹, and ε₀m/e² = 3.142 × 10⁻⁴ s² m⁻³. Thus

n₁₀ = 3.142 × 10⁻⁴ × (8.520 × 10⁸)² × 5 m⁻³ = 1.140 × 10¹⁵ m⁻³,

which is the stated density to its three digits.

At fixed s and d the required density grows as h². It is 9.24 × 10¹⁴ m⁻³ for the ninth harmonic and 1.38 × 10¹⁵ m⁻³ for the eleventh. Since f_s is proportional to √n, a small density change δn shifts the frequency by

δf_s/f_s = δn/(2n).

Half a harmonic spacing is 5% of f_s, so the tenth harmonic remains the nearest one while the density stays within about 10% of n₁₀. To lie inside the resonance itself is a tighter demand. With quality factor Q the half-power points are at δf/f_s = ±1/(2Q), which corresponds to δn/n = ±1/Q, or about 2% for the collisional Q of 53 found in part (d).

The meaning of "40 mm" matters as well. If it were the whole electrode gap, with the same 10 mm of sheath, the factor would be √(10/40) = 0.5. The resonance would lie at 151.6 MHz, or 11.18 f₁, and the claim would be false. It holds for 40 mm of plasma.

**(c) Motion at finite displacement**

The impedance was found with fixed sheath edges. In fact the edges move with the electrons, and the following calculation keeps that motion.

Let z run from 0 at the left electrode to L at the right one. When the electron slab is displaced by x to the right, the sheath thicknesses are

a = s/2 + x on the left, b = s/2 − x on the right.

Their sum remains s. The plasma is neutral, so its field has a uniform value E₀. In the sheaths the uncovered ions give dE/dz = en/ε₀. Matching to E₀ at the edges gives

left sheath: E = E₀ − (en/ε₀)(a − z),

right sheath: E = E₀ + (en/ε₀)(z − L + b).

Let V be the integral of E from 0 to L. The linear parts of the field integrate to triangles:

V = E₀L − ena²/(2ε₀) + enb²/(2ε₀).

Because a² − b² = (a + b)(a − b) = 2sx, this becomes

E₀ = V/L + ensx/(ε₀L).

Each electron in the slab obeys m d²x/dt² = −eE₀, so

d²x/dt² + ω_p²(s/L)x = −eV/(mL).

The coefficient of x is ω_s². A displacement to the right produces a field to the right, which pulls the negative electrons back to the left.

This equation is linear for every displacement that keeps the slab off the electrodes, |x| < s/2 = 5 mm. The voltage of each sheath contains x², but the two squares cancel in the sum. A numerical integration of 100 charged electron sheets, released together between shorted electrodes, tests the result. It gives 135.575 MHz for an initial displacement of 0.5 mm and the same frequency for 4.5 mm.

The motion also reproduces the impedance. For a sinusoidal voltage,

x = −eV/[mL(ω_s² − ω²)].

The total current density in the plasma is the electron part −en iωx plus the displacement part iωε₀E₀:

J_total = iω[ε₀V/L + enx(s/L − 1)] = iω[ε₀V/L − enxd/L].

Inserting x gives

J_total = (iωε₀V/L)[1 + ω_p²(d/L)/(ω_s² − ω²)].

Since ω_s² + ω_p²d/L = ω_p²(s + d)/L = ω_p², the bracket equals (ω_p² − ω²)/(ω_s² − ω²). Then V/(AJ_total) is the Z of part (a). For this model the fixed-edge calculation therefore remains valid at finite amplitude.

The answer to the question about harmonics follows from linearity. The steady response to a purely sinusoidal voltage at f₁ contains f₁ alone and no component at 10f₁. Switching the voltage on can also start a free oscillation at f_s, which here lies almost at 10f₁. Without damping it persists, but it is a remnant of the start and not a harmonic generated by the drive; collisions would remove it. The resonance coincides with the tenth harmonic, but something else must supply that harmonic. The generator voltage may contain it. Different ion densities or electrode areas at the two sheaths can also spoil the cancellation of the squares. The equation is then nonlinear and allows harmonics, but the tenth may be very weak at moderate amplitude; its strength is not calculated here.

When x = 0 and V = 0, the potential drop across one sheath is

en(s/2)²/(2ε₀) = 258 V.

This sets the voltage scale that goes with 5 mm of uniform ions at the chosen density.

**(d) A low-pressure argon discharge**

Take rough typical values: argon at 5 mTorr and 300 K, an electron temperature of 3 eV and electrodes of radius R = 150 mm. Gaps of a few centimetres belong to the regime of capacitively coupled processing discharges; a density near 10¹⁵ m⁻³ is towards its lower end. Ions speed up as they cross a real sheath, so their density falls towards the electrode. A 5 mm sheath then carries less than the 258 V found for uniform ions. The estimates below change one assumption at a time.

Collisions with neutral atoms add a drag −mνv to the electron equation, where ν is the collision rate. This replaces iω by iω + ν in the velocity, and the permittivity becomes

ε = 1 − ω_p²/[ω(ω − iν)].

The condition ε = −d/s now reads

ω(ω − iν) = ω_s²,

ω = iν/2 ± √(ω_s² − ν²/4).

With exp(iωt), the imaginary part means that the oscillation decays as exp(−νt/2). The gas density is 1.61 × 10²⁰ m⁻³. A rough collision coefficient of 10⁻¹³ m³/s gives ν = 1.61 × 10⁷ s⁻¹. The quality factor is ω_s/ν = 53, and the frequency of the free oscillation falls by only 0.0045%; the frequency of zero reactance under a steady drive rises by the same small fraction.

That quality factor counts neutral collisions alone. The mean electron speed divided by d is 2.9 × 10⁷ s⁻¹, larger than ν. Energy exchange with the moving sheaths may therefore damp the resonance at least as strongly, but this rate is a warning and not a calculated damping rate.

A real plasma is denser in the middle than at its edge. Let u run from −1 to 1 across the slab and take

n(u) = n₀[1 − (1 − η)u²],

with edge-to-centre ratio η = 0.35. The average of u² is 1/3, so the mean density is n₀[1 − (1 − η)/3] = 0.783n₀. Keep this mean at 1.14 × 10¹⁵ m⁻³. The layers are in series, and the resonance condition is

s + ∫dz/ε(z) = 0,

with the integral taken over the plasma. Written with the local plasma frequency, it is

∫ω²/[ω_p²(z) − ω²] dz = s.

The edge density is 0.35/0.783 = 0.45 of the mean, while a density of 0.20 of the mean would have its plasma frequency at the uniform-slab resonance. The denominator is therefore positive throughout the slab. The integrand is a convex function of density, so at that frequency the nonuniform profile makes the integral larger than s. The frequency must fall to restore equality. The solution is 128.3 MHz, a shift of −5.3% relative to the uniform slab. At fixed profile shape and sheath thickness, the tenth harmonic then requires a mean density of 1.27 × 10¹⁵ m⁻³.

Finite electrodes bring in electromagnetic waves that travel radially. The vacuum wavelength at f_s is 2211 mm, much larger than R, yet the effect is not negligible. Let the azimuthal magnetic field be H(z)J₁(kr), where r is the radius, k the radial wavenumber and J₁ a Bessel function. Maxwell's equations in a uniform layer give

d²H/dz² = (k² − εω²/c²)H.

The radial electric field is proportional to (1/ε)dH/dz. It vanishes at the electrodes and is continuous at the plasma edges, as is H. Define

α₀² = k² − ω²/c², α_p² = k² − εω²/c².

For H symmetric about the midplane, H varies as cosh(α₀z) in the left sheath and as cosh(α_pζ) in the plasma, with ζ measured from the midplane. Equating (1/ε)(dH/dz)/H on the two sides of the left plasma edge, at z = s/2 and ζ = −d/2, gives

α₀ tanh(α₀s/2) + (α_p/ε) tanh(α_pd/2) = 0.

The axial electric field, and so the gap voltage, varies as J₀(kr). For a disc fed at its rim, the series resonance requires zero input voltage at finite current. If a single radial mode is kept, this means J₀(kR) = 0. The lowest solution is k = 2.405/R = 16.0 m⁻¹. Larger roots give further resonances at higher frequencies; only the lowest is followed here.

When the arguments of tanh are small, tanh y ≈ y, and the condition becomes α₀²s + α_p²d/ε = 0. Inserting the definitions gives

k²(s + d/ε) = (ω²/c²)L.

With the expression for s + d/ε from part (a), this is

ω_s² − ω² = (ω/ck)²(ω_p² − ω²).

The right side is positive below ω_p, so the resonance lies below ω_s. To first order in (ω_s/ck)²,

δf/f_s ≈ −(1/2)(ω_s/ck)²(ω_p²/ω_s² − 1) = −(1/2)(ω_s/ck)²(d/s).

With ω_s/c = 2.84 m⁻¹ this is −(1/2)(0.177)² × 4, or about −6%. The condition with its full tanh functions gives 129.5 MHz, a shift of −4.5%. With k = 2.405/R and vacuum wavelength λ, the ratio ω_s/(ck) equals (2π/2.405)R/λ = 2.6R/λ. This numerical factor, squared, and the factor d/s = 4 explain why a wavelength so much larger than the radius does not suffice to make the shift negligible. The single mode is an approximation: it makes the axial field vanish at every height of the rim, whereas zero voltage requires only that the integral of this field across the gap vanish. The error shows when c goes to infinity. A disc without fringing fields, fed uniformly over the height of its rim, must then return f_s, but the single-mode condition gives ε = −tanh(kd/2)/tanh(ks/2) = −3.88 and a frequency 1.3% too high. The shift of −4.5% is therefore uncertain by about one percentage point, and for this feed it is too small in size: keeping all radial modes of the uniformly fed disc gives 128.6 MHz, a shift of −5.1%. Fringing fields at the rim and the details of the feed are left out.

The sheath thickness is itself uncertain. Warm electrons have no sharp edge; their density falls over a distance of the order of the Debye length,

λ_D = √[ε₀k_BT_e/(ne²)] = 0.38 mm,

where T_e is the electron temperature. At fixed gap and density, f_s is proportional to √s. Moving each edge by one Debye length changes s by 0.76 mm in total and f_s by about 4%, downwards for thinner sheaths and upwards for thicker ones. This measures the sensitivity; it is not a calculated thermal shift. A gradual edge also contains a layer where the local plasma frequency equals the frequency of the oscillation, near f_s. In the cold model, which is only indicative for a layer about a Debye length thick, this layer absorbs energy, so the resonance can be much broader than the quality factor of 53 suggests.

The total thickness can also vary during the radiofrequency cycle when the ion density in the sheaths is nonuniform. A swing of ±2 mm, chosen large for illustration, at fixed gap and density moves the instantaneous resonance between 121.3 and 148.5 MHz. In units of f₁ this is from 8.94 to 10.95. Such a discharge would have a resonance that sweeps across the ninth and tenth harmonics and nearly reaches the eleventh, and a single value of f_s would describe it only on average.

Ion motion is unimportant by comparison. Let the ions inside the plasma, of mass M, move as a rigid body while those in the sheaths stay fixed. The field E₀ then depends on the displacement of the electrons relative to these ions, and the relative acceleration contains 1/m + 1/M in place of 1/m. This multiplies ω_s² by 1 + m/M and raises f_s by 0.0007% for argon. If the ions in the sheaths respond as well, the sheath permittivity becomes 1 − (m/M)ω_p²/ω², the factor is 1 + (m/M)L/s, and the rise is 0.003%, still negligible.

The equality in part (b) is thus a property of the ideal slab. The density profile and the finite radius both lower the frequency, by 5.3% and 4.5% when treated separately. Simple addition gives about 10%, one full harmonic spacing, although the two effects have not been solved together. In a reactor with these dimensions and this mean density, the lowest series resonance could therefore lie nearer the ninth harmonic than the tenth. An electron density inferred from a measured resonance needs the profile, the sheath thickness and the electrode radius as well as the slab formula. The numerical output below lists the values at higher resolution.

Computed results

```
Plasma thickness: 40.0 mm
Total sheath thickness: 10.0 mm
Electrode gap: 50.0 mm
Electron density: 1.140e+15 m^-3
Drive frequency: 13.56 MHz
Tenth harmonic: 135.60 MHz
Plasma frequency: 303.15 MHz
Ratio f_s/f_p: 0.44721 (no unit)
Permittivity at resonance: -4.0000 (no unit)
Series resonance, formula: 135.575 MHz
Series resonance, matrix: 135.575 MHz
Small sheet amplitude: 0.5 mm
Sheet frequency, small: 135.575 MHz
Large sheet amplitude: 4.5 mm
Sheet frequency, large: 135.575 MHz
Resonance / drive: 9.9981 (no unit)
Density for harmonic 9: 9.2374e+14 m^-3
Density for harmonic 10: 1.1404e+15 m^-3
Density for harmonic 11: 1.3799e+15 m^-3
If whole gap were 40 mm: 151.58 MHz
That case / drive: 11.178 (no unit)
Uniform-ion sheath voltage: 258 V
Argon pressure: 5.0 mTorr
Gas temperature: 300 K
Electron temperature: 3.0 eV
Collision coefficient: 1.0e-13 m^3/s
Gas density: 1.609e+20 m^-3
Collision rate: 1.609e+07 s^-1
Quality factor: 52.9 (no unit)
Collision frequency shift: -0.0045 %
Electron transit rate: 2.90e+07 s^-1
Edge/centre density: 0.35 (no unit)
Resonance with profile: 128.33 MHz
Profile shift: -5.34 %
Mean density to restore tenth: 1.273e+15 m^-3
Electrode radius: 150 mm
Vacuum wavelength at f_s: 2211 mm
Finite-disc resonance: 129.45 MHz
Finite-disc shift: -4.52 %
Debye length: 0.381 mm
Debye-edge low shift: -3.89 %
Debye-edge high shift: 3.74 %
Chosen total sheath swing: +/- 2.0 mm
Swing low resonance: 121.26 MHz
Swing high resonance: 148.51 MHz
Ion-motion shift: 0.00069 %
Harmonic spacing / f_s: 10.00 %
```
